**Density of states for one pair of Bragg planes: closed form and numerical tests**

The program treats nearly free electrons in the potential 2V cos(Gz), with E_G = G²/8, in a model that couples each plane wave to one partner. The density of states is (G/2 − q₋)/π² below contact at E_G − V, G/(2π²) up to the second-band onset at E_G + V, and (G/2 + q₋)/π² above it, where q₋² = 2[E + E_G − √(4E E_G + V²)]. It asserts this form against wave-vector lengths counted from 2×2 eigenvalues and against a count of states in three dimensions. It also asserts the edge masses, the square-root laws, the position and size of the shallow minimum of the excess over free electrons, the size of the excess at contact, and the sign of its slope between the extrema. A diagonalization with eleven plane waves tests the second-order size of what the model omits. For G = 1.6 bohr⁻¹ and V = 0.03 hartree, the output shows a flat density of states between 0.29 and 0.35 hartree and an excess of 5 % at contact. With two or three perpendicular pairs of planes, the density of states sampled at 0.270, 0.295, 0.320 and 0.340 hartree rises to the second point and then falls, so it has a true maximum near contact.

## Program and output

```python
"""
Density of states (DOS) of nearly free electrons with ONE pair of Bragg planes.

Hartree atomic units; spin included; DOS per unit volume.
Potential 2 V cos(G z); Bragg planes kz = +G/2 and -G/2; EG = G^2/8.
Two-wave model: each pair (kz, kz-G), 0 < kz < G, is diagonalized exactly.

Result under test, with S = sqrt(4 E EG + V^2), qm = sqrt(2 (E + EG - S)):
  below contact  (E < EG - V):  g = (G/2 - qm) / pi^2
  between        (plateau)   :  g = G / (2 pi^2)
  above onset    (E > EG + V):  g = (G/2 + qm) / pi^2
In a very thin sliver at the band bottom G/2 is replaced by
qp = sqrt(2 (E + EG + S)).
The DOS itself has no peak; its excess over the free-electron DOS has one.
With two or three perpendicular pairs of planes the DOS itself has a peak.
"""
import numpy as np
from scipy.constants import physical_constants
from scipy.integrate import quad
from scipy.optimize import minimize_scalar

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
PI2 = np.pi**2
G = 1.6
V = 0.03
EG = G**2 / 8


def dos_closed(E, v=V):
    """Closed-form DOS of the two-wave model."""
    E = np.asarray(E, dtype=float)
    s2 = 4 * E * EG + v**2
    s = np.sqrt(np.maximum(s2, 0))
    qm = np.sqrt(np.maximum(2 * (E + EG - s), 0))
    qp = np.sqrt(np.maximum(2 * (E + EG + s), 0))
    below = np.minimum(qp, G / 2) - qm
    return np.where(s2 < 0, 0.0, np.where(E < EG, below, G / 2 + qm)) / PI2


def dos_free(E):
    return np.sqrt(2 * np.asarray(E, dtype=float)) / PI2


def excess(E):
    return dos_closed(E) - dos_free(E)


def pair_levels(kz, v=V):
    """Both eigenvalues of the 2x2 Hamiltonian for the waves kz and kz-G."""
    kz = np.atleast_1d(kz)
    h = np.empty((len(kz), 2, 2))
    h[:, 0, 0] = kz**2 / 2
    h[:, 1, 1] = (kz - G)**2 / 2
    h[:, 0, 1] = h[:, 1, 0] = v
    return np.linalg.eigvalsh(h)


# --- closed form against the kz length counted from eigenvalues -------------
n_k = 400000
dk = G / n_k
k_mid = (np.arange(n_k) + 0.5) * dk
worst_length = 0.0
cases = {V: [0.05, 0.2, 0.285, 0.32, 0.355, 0.6, 1.2],
         0.25: [-0.048, 0.03, 0.3, 0.6, 1.2]}
for v, energies in cases.items():
    levels = pair_levels(k_mid, v)
    for E in energies:
        counted = np.sum(levels < E) * dk
        error = abs(counted - 2 * PI2 * float(dos_closed(E, v)))
        worst_length = max(worst_length, error)
        assert error < 8 * dk      # each end of an interval is known to dk
    # bottom of the lower branch
    assert abs(levels.min() + v**2 / (4 * EG)) < 1e-8

# --- closed form against a count of states in three dimensions --------------
n_t = 1500
dt = 1.0 / n_t
t_mid = (np.arange(n_t) + 0.5) * dt
transverse = np.sort(((t_mid[:, None]**2 + t_mid[None, :]**2) / 2).ravel())
dz = G / 2000
levels_z = pair_levels((np.arange(2000) + 0.5) * dz).ravel()


def states_3d(E):
    points = np.searchsorted(transverse, E - levels_z).sum()
    return 2 / (2 * np.pi)**3 * 4 * dt**2 * dz * points


worst_count = 0.0
for lo, hi in [(0.20, 0.28), (0.30, 0.34), (0.36, 0.45)]:
    counted = states_3d(hi) - states_3d(lo)
    integral = quad(lambda e: float(dos_closed(e)), lo, hi)[0]
    worst_count = max(worst_count, abs(counted / integral - 1))
assert worst_count < 2e-3          # discrete mesh of the count

# --- edges: masses from finite differences, square-root laws ----------------
contact, onset = EG - V, EG + V
step = 1e-4
lev = pair_levels(np.array([G / 2 - step, G / 2, G / 2 + step]))
curvature = (lev[0] - 2 * lev[1] + lev[2]) / step**2
mass_low, mass_up = -1 / curvature[0], 1 / curvature[1]
assert abs(lev[1, 0] - contact) < 1e-12 and abs(lev[1, 1] - onset) < 1e-12
assert abs(mass_low / (V / (2 * EG - V)) - 1) < 1e-4
assert abs(mass_up / (V / (2 * EG + V)) - 1) < 1e-4
plateau = G / (2 * PI2)
delta = 1e-6
rise = float(dos_closed(onset + delta)) - plateau
drop = plateau - float(dos_closed(contact - delta))
assert abs(rise / (np.sqrt(2 * mass_up * delta) / PI2) - 1) < 1e-3
assert abs(drop / (np.sqrt(2 * mass_low * delta) / PI2) - 1) < 1e-3

# --- no peak in the DOS; cusp-shaped peak in the excess ---------------------
assert np.all(np.diff(dos_closed(np.linspace(0.0, 1.2, 20001))) > -1e-9)
found = minimize_scalar(lambda e: float(excess(e)), bounds=(0.01, 0.28),
                        method="bounded", options={"xatol": 1e-10})
E_min_excess = (EG**2 - V**2) / (4 * EG)
w = np.sqrt(2 * EG)
assert abs(found.x - E_min_excess) < 1e-5
assert abs(found.fun - w * (1 - np.sqrt(1 - V**2 / EG**2)) / PI2) < 1e-10
peak = float(excess(contact))
dip = float(excess(onset))
assert abs(peak - w * (1 - np.sqrt(1 - V / EG)) / PI2) < 1e-7
assert np.all(np.diff(excess(np.linspace(found.x + 1e-3, contact, 3001))) > 0)
assert np.all(np.diff(excess(np.linspace(contact, onset, 3001)[1:-1])) < 0)
assert np.all(np.diff(excess(np.linspace(onset, 1.2, 3001))) > 0)
assert abs(float(excess(EG))) < 1e-12


# --- many plane waves: size of what the two-wave model leaves out -----------
def many_wave_bands(v):
    k = np.linspace(0, G / 2, 2001)
    m = np.arange(-5, 6)
    h = np.zeros((len(k), len(m), len(m)))
    i = np.arange(len(m))
    h[:, i, i] = (k[:, None] + m * G)**2 / 2
    h[:, i[1:], i[:-1]] = h[:, i[:-1], i[1:]] = v
    e = np.linalg.eigvalsh(h)
    return k, e[:, 0], e[:, 1]


def dos_many(E, bands):
    k, first, second = bands
    if E < first[-1]:
        return np.interp(E, first, k) / PI2
    return (G - np.interp(E, second[::-1], k[::-1])) / PI2


full, half = many_wave_bands(V), many_wave_bands(V / 2)
shift_contact = full[1][-1] - contact
shift_onset = full[2][-1] - onset
shift_formula = -V**2 / (8 * EG)
assert abs(shift_contact / shift_formula - 1) < 0.03   # next order in V
assert abs(shift_onset / shift_formula - 1) < 0.03
ratios = []
for E in (0.20, 0.45):
    err_full = dos_many(E, full) - float(dos_closed(E, V))
    err_half = dos_many(E, half) - float(dos_closed(E, V / 2))
    ratios.append(err_full / err_half)
    assert abs(ratios[-1] - 4) < 0.4                   # second order in V

# --- one, two and three perpendicular pairs of planes -----------------------
def line_energy(k):
    lv = pair_levels(k)
    return np.where(k < G / 2, lv[:, 0], lv[:, 1])


k_line = (np.arange(20000) + 0.5) / 20000
sorted_e = np.sort(line_energy(k_line))
k_plane = (np.arange(1000) + 0.5) / 1000
with_planes, without = line_energy(k_plane), k_plane**2 / 2


def states_n_pairs(E, n):
    ex = with_planes if n >= 2 else without
    ey = with_planes if n >= 3 else without
    rest = E - ex[:, None] - ey[None, :]
    length = np.interp(rest, sorted_e, k_line, left=0.0)
    return 2 / np.pi**3 * length.sum() * 1e-6


E_pairs = [0.27, 0.295, 0.32, 0.34]
h_E = 0.003
dos_pairs = {}
worst_pairs = 0.0
for n in (1, 2, 3):
    g_n = np.array([(states_n_pairs(E + h_E, n) - states_n_pairs(E - h_E, n))
                    / (2 * h_E) for E in E_pairs])
    dos_pairs[n] = g_n
    additive = dos_free(E_pairs) + n * excess(E_pairs)
    worst_pairs = max(worst_pairs, np.max(np.abs(g_n / additive - 1)))
    if n > 1:
        assert g_n[0] < g_n[1] > g_n[2] > g_n[3]       # a true peak
assert worst_pairs < 0.03          # additivity holds to leading order in V
assert np.ptp(dos_pairs[1][1:]) < 0.01 * plateau       # flat for one pair

# --- printed numbers --------------------------------------------------------
print("DOS unit: states/(hartree bohr^3), both spins")
print(f"G = {G:.3f} 1/bohr;  V = {V:.3f} hartree")
print(f"EG = {EG:.4f} hartree")
print(f"contact EG-V = {contact:.4f} hartree = {contact*HARTREE_EV:.3f} eV")
print(f"onset   EG+V = {onset:.4f} hartree = {onset*HARTREE_EV:.3f} eV")
print(f"plateau width 2V = {2*V:.4f} hartree = {2*V*HARTREE_EV:.3f} eV")
print(f"plateau DOS = {plateau:.6f}")
E_0 = 2 * EG - np.sqrt(4 * EG**2 + V**2)
E_top = 2 * EG + np.sqrt(4 * EG**2 + V**2)
print(f"two-wave band bottom = {-V**2/(4*EG):.7f} hartree")
print(f"width of bottom sliver = {E_0 + V**2/(4*EG):.2e} hartree")
print(f"upper end of model E_top = {E_top:.5f} hartree")
print(f"mass below contact = {mass_low:.5f} electron masses")
print(f"mass above onset   = {mass_up:.5f} electron masses")
print("E (hartree) | DOS | free DOS | excess")
for E in (0.10, 0.20, 0.28, contact, EG, onset, 0.36, 0.45):
    print(f"{E:.3f} | {float(dos_closed(E)):.6f} | "
          f"{float(dos_free(E)):.6f} | {float(excess(E)):+.6f}")
print(f"excess minimum at E = {found.x:.5f} hartree: {found.fun:.6f}")
print(f"excess at contact = {peak:.6f}")
print(f"excess at onset   = {dip:.6f}")
print(f"DOS/free at contact = {plateau/float(dos_free(contact)):.4f}")
print(f"DOS/free at onset   = {plateau/float(dos_free(onset)):.4f}")
print("second-band DOS: delta (hartree) | closed | root law")
for d in (0.001, 0.01, 0.05):
    print(f"{d:.3f} | {float(dos_closed(onset+d))-plateau:.6f} | "
          f"{np.sqrt(2*mass_up*d)/PI2:.6f}")
print(f"many-wave shift of contact = {shift_contact:.6f} hartree")
print(f"many-wave shift of onset   = {shift_onset:.6f} hartree")
print(f"-V^2/(8 EG)                = {shift_formula:.6f} hartree")
for E in (0.20, 0.45):
    print(f"many-wave DOS at {E:.2f} hartree = {dos_many(E, full):.6f}")
print(f"error ratio, V to V/2: {ratios[0]:.3f} and {ratios[1]:.3f}")
print("E (hartree) | DOS for 1, 2, 3 pairs of planes")
for j, E in enumerate(E_pairs):
    print(f"{E:.3f} | " + " | ".join(f"{dos_pairs[n][j]:.5f}"
                                     for n in (1, 2, 3)))
print(f"largest deviation from additivity = {100*worst_pairs:.2f} %")
print(f"largest kz-length error = {worst_length:.1e} 1/bohr")
print(f"largest 3D count deviation = {100*worst_count:.3f} %")
print("PASS")
```

Output:

```
DOS unit: states/(hartree bohr^3), both spins
G = 1.600 1/bohr;  V = 0.030 hartree
EG = 0.3200 hartree
contact EG-V = 0.2900 hartree = 7.891 eV
onset   EG+V = 0.3500 hartree = 9.524 eV
plateau width 2V = 0.0600 hartree = 1.633 eV
plateau DOS = 0.081057
two-wave band bottom = -0.0007031 hartree
width of bottom sliver = 3.86e-07 hartree
upper end of model E_top = 1.28070 hartree
mass below contact = 0.04918 electron masses
mass above onset   = 0.04478 electron masses
E (hartree) | DOS | free DOS | excess
0.100 | 0.045675 | 0.045312 | +0.000362
0.200 | 0.064627 | 0.064081 | +0.000546
0.280 | 0.077595 | 0.075822 | +0.001773
0.290 | 0.081057 | 0.077164 | +0.003893
0.320 | 0.081057 | 0.081057 | +0.000000
0.350 | 0.081057 | 0.084771 | -0.003714
0.360 | 0.084308 | 0.085974 | -0.001665
0.450 | 0.095712 | 0.096122 | -0.000409
excess minimum at E = 0.07930 hartree: 0.000357
excess at contact = 0.003893
excess at onset   = -0.003714
DOS/free at contact = 1.0505
DOS/free at onset   = 0.9562
second-band DOS: delta (hartree) | closed | root law
0.001 | 0.000966 | 0.000959
0.010 | 0.003251 | 0.003032
0.050 | 0.008867 | 0.006780
many-wave shift of contact = -0.000347 hartree
many-wave shift of onset   = -0.000356 hartree
-V^2/(8 EG)                = -0.000352 hartree
many-wave DOS at 0.20 hartree = 0.064691
many-wave DOS at 0.45 hartree = 0.095748
error ratio, V to V/2: 4.046 and 4.124
E (hartree) | DOS for 1, 2, 3 pairs of planes
0.270 | 0.07578 | 0.07716 | 0.07861
0.295 | 0.08105 | 0.08412 | 0.08702
0.320 | 0.08106 | 0.08086 | 0.08047
0.340 | 0.08106 | 0.07835 | 0.07544
largest deviation from additivity = 0.82 %
largest kz-length error = 3.9e-06 1/bohr
largest 3D count deviation = 0.000 %
PASS
```
